# Why neutral dangling bonds can become empty and doubly filled pairs

Two singly occupied dangling bonds can lower their energy by becoming one empty and one doubly filled bond, because the lattice relaxes around both charged bonds. With elastic energy $Kx^2/2$ and linear coupling $\lambda$, the relaxed cost of moving one electron from one bond to the other is

$$U_{\rm eff}=U-\frac{\lambda^2}{K}.$$

The electrons still repel each other with the positive energy $U$. If the relaxation energy $W=\lambda^2/K$ exceeds $U$, the total cost is nevertheless negative and the neutral pair is not the ground state. This criterion applies to bonds without hopping, intersite forces or a change of stiffness with charge; each of these is treated below.

## The energy of one bond

Let a dangling bond hold $n=0,1$ or $2$ electrons. Here "neutral" means singly occupied, as for a broken covalent bond on a group-IV semiconductor. The empty bond then has charge $+e$ and the doubly filled one $-e$. The labels D$^+$, D$^0$ and D$^-$ denote the three states.

The coordinate $x$ describes the motion of the surface atom, and $x=0$ is its relaxed position when the bond holds one electron. The model energy is

$$E(n,x)=\epsilon n+U\frac{n(n-1)}2-\lambda x(n-1)+\frac K2x^2.$$

The factor $n(n-1)/2$ is zero for $n=0,1$ and one for $n=2$, so $U$ is paid only by a doubly filled bond. The coupling is linear, $K>0$ is the same in all charge states, and each bond has its own coordinate. With $\lambda>0$, an added electron pushes the atom towards positive $x$ and a missing electron pushes it towards negative $x$.

At fixed $n$, the relaxed position follows from zero force:

$$\frac{\partial E}{\partial x}=-\lambda(n-1)+Kx=0,\qquad x_n=\frac{\lambda}{K}(n-1).$$

The second derivative is $K>0$, so this is a minimum. Inserting $x_n$ gives

$$-\lambda x_n(n-1)+\frac K2x_n^2
=-\frac{\lambda^2}{K}(n-1)^2+\frac{\lambda^2}{2K}(n-1)^2
=-\frac W2(n-1)^2.$$

Half of the energy gained from the coupling is spent on straining the lattice. The three relaxed energies are

$$E_0=-\frac W2,\qquad E_1=\epsilon,\qquad E_2=2\epsilon+U-\frac W2.$$

For the reaction $2\mathrm D^0\to\mathrm D^++\mathrm D^-$, the electron number is two on each side, so $\epsilon$ cancels:

$$E_0+E_2-2E_1=-\frac W2+2\epsilon+U-\frac W2-2\epsilon=U-W.$$

The factor in $W$ depends on the elastic convention. If the elastic energy were written $Kx^2$, the same calculation would give $W=\lambda^2/(2K)$.

The choice of origin does not matter. Suppose the coupling is written $-\lambda zn$, with elastic energy $Kz^2/2$. Substituting $z=x+\lambda/K$ gives

$$-\lambda zn+\frac K2z^2=-\lambda x(n-1)+\frac K2x^2-Wn+\frac W2.$$

The term $-Wn$ shifts $\epsilon$, and $W/2$ is a constant for each bond. Neither changes the reaction energy.

## Why the lattice favours unequal charges

First hold both atoms at $x=0$. Moving an electron then costs $U$, since the coupling and elastic terms vanish. Now release the atoms. The filled bond moves by $+\lambda/K$, the empty bond by $-\lambda/K$, and each gains $W/2$. Together they gain $W$.

The gain is quadratic in the charge deviation $n-1$. Deviations of $+1$ and $-1$ therefore both lower the energy, whereas two zero deviations gain nothing. Repulsion favours equal occupations and relaxation favours unequal ones. The sign of $U-W$ decides between them.

For a worked case, take $U=0.5$ eV, $\lambda=20$ eV/nm and $K=500$ eV/nm$^2$. Then

$$\frac{\lambda}{K}=\frac{20}{500}\ \mathrm{nm}=0.040\ \mathrm{nm},\qquad
W=\frac{20^2}{500}\ \mathrm{eV}=0.80\ \mathrm{eV},$$

$$U_{\rm eff}=0.50-0.80=-0.30\ \mathrm{eV}.$$

The frozen transfer costs 0.50 eV, after which each bond gains 0.40 eV. If $\lambda$ is halved with $U$ and $K$ held fixed, $W$ falls by a factor of four to 0.20 eV and $U_{\rm eff}$ becomes $+0.30$ eV. The neutral pair is then stable.

## What happens to the levels in the gap

A surface exchanges electrons with the semiconductor at Fermi energy $\mu$. The state with the lowest $E_n-n\mu$ is occupied at zero temperature. The Fermi energies at which adjacent charge states are equally favourable are

$$\epsilon(+/0)=E_1-E_0=\epsilon+\frac W2,$$

$$\epsilon(0/-)=E_2-E_1=\epsilon+U-\frac W2.$$

The neutral state is lowest if $\mu$ lies above the first level and below the second. The width of this window is

$$\epsilon(0/-)-\epsilon(+/0)=U-W=U_{\rm eff}.$$

For $U_{\rm eff}<0$ the levels are inverted and there is no window. In the example they lie at $\epsilon+0.40$ eV and $\epsilon+0.10$ eV. As $\mu$ rises, the bond passes directly from empty to doubly filled where $E_0=E_2-2\mu$, that is, at

$$\mu_0=\frac{E_2-E_0}{2}=\epsilon+\frac U2.$$

At $\mu_0$, empty and filled bonds have equal $E_n-n\mu$, and the mean occupation can be one although hardly any individual bond is singly occupied.

## The neutral pair can be metastable

A negative reaction energy does not mean that the neutral pair decays without a barrier. Let bond 1 become filled and bond 2 empty. Apart from the common constant $2\epsilon$, the neutral and charged energies are

$$E_{\rm neu}=\frac K2(x_1^2+x_2^2),\qquad
E_{\rm ch}=U-\lambda(x_1-x_2)+\frac K2(x_1^2+x_2^2).$$

They are equal when $x_1-x_2=U/\lambda$. To find the cheapest such distortion, use

$$x_1^2+x_2^2=\frac{(x_1-x_2)^2+(x_1+x_2)^2}{2}.$$

The difference is fixed, so the least strain has $x_1+x_2=0$. The barrier is

$$E_b=\frac K2\,\frac{(U/\lambda)^2}{2}=\frac{KU^2}{4\lambda^2}=\frac{U^2}{4W}.$$

The crossing is at $x_1=U/(2\lambda)$. It lies between the two minima if this is less than $\lambda/K$, or $U<2W$, which holds whenever $U_{\rm eff}<0$. Here

$$E_b=\frac{0.50^2}{4\times0.80}\ \mathrm{eV}=0.078\ \mathrm{eV}.$$

The reverse barrier is higher by $|U_{\rm eff}|=0.30$ eV, giving 0.378 eV. These are crossing energies in the limit of very weak hopping. Hopping $t$ between the bonds lowers the barrier from the neutral pair to 0.055 eV at $t=0.02$ eV and to only 0.008 eV at $t=0.10$ eV. The second barrier is no larger than the zero-point energy of the atoms in the neutral well, so such a pair is hardly metastable. Both lowered barriers refer to the spin singlet. A neutral pair with parallel spins must first flip a spin, and at $t=0.02$ eV, where the triplet lies only 0.003 eV above the singlet, about three quarters of neutral pairs at room temperature are triplets. Attraction between the two charges, left out here, lowers the barrier further and removes it altogether if it exceeds $U$, as it may for adjacent bonds. The rate also depends on how readily the electron tunnels between the bonds, so the barrier alone does not give a lifetime.

## Quantum vibrations and temperature

For linear coupling and equal stiffness, quantum motion leaves $U_{\rm eff}$ unchanged. Completing the square gives, for an atom of mass $M$ and momentum $p$,

$$\frac{p^2}{2M}+\frac K2x^2-\lambda(n-1)x
=\frac{p^2}{2M}+\frac K2(x-x_n)^2-\frac W2(n-1)^2.$$

This is an oscillator with a shifted centre and unchanged frequency. Its zero-point energy is the same for every $n$ and cancels in the reaction. With a round model mass of 30 atomic mass units, the vibrational quantum is 26.4 meV. A test by direct diagonalization of the coupled oscillator gives $U_{\rm eff}=-0.300$ eV, as the classical minimum does.

The thermal vibrational factors cancel for the same reason. The neutral state has two spin orientations, while the empty and filled states have one each. At $\mu=\mu_0=\epsilon+U/2$, the energies that enter the Boltzmann factors are

$$E_0=-\frac W2,\qquad E_1-\mu_0=-\frac U2,\qquad E_2-2\mu_0=-\frac W2.$$

After division by the weight of the empty state, the weights are

$$1,\qquad 2a,\qquad 1,\qquad a=\exp\!\left(\frac{U_{\rm eff}}{2k_BT}\right).$$

The neutral fraction is therefore

$$p_1=\frac{2a}{2+2a}=\frac1{1+\exp[-U_{\rm eff}/(2k_BT)]}.$$

A different Fermi energy multiplies the empty and filled weights by reciprocal factors, relative to the neutral one. Their product is unchanged, so for any $\mu$

$$\frac{p_0p_2}{p_1^2}=\frac1{4a^2}=\frac14\exp\!\left(-\frac{U_{\rm eff}}{k_BT}\right).$$

In the example, $p_1=0.0030$ at 300 K and 0.126 at a growth temperature of 900 K. For independent bonds, heating thus restores about one neutral bond in eight, although $U_{\rm eff}$ is the same at both temperatures. At very high temperature $p_1$ tends to one half, the share set by spin counting. At the bond density used below, interaction between the charges lowers both fractions, most strongly at 300 K. Both also assume equilibrium; fast cooling could leave more neutral bonds than the equilibrium value at 300 K.

## When the bonds are close enough to hop

Hopping gives the neutral pair a bonding energy that the simple criterion omits. Let $t$ be the hopping energy between two bonds, and consider the spin singlet. At $x_1=x_2=0$, the neutral singlet couples with strength $2t$ to the even combination of the two charged arrangements, which lies higher by $U$. The lower eigenvalue of this two-state problem is

$$E_{\rm s}=\frac U2-\sqrt{\frac{U^2}{4}+4t^2}\simeq-\frac{4t^2}{U},\qquad t\ll U.$$

In the relaxed charged pair, one arrangement has been singled out. Its energy is $U-W$. At the same atomic positions the neutral pair has only the strain energy $2\times K(\lambda/K)^2/2=W$. The gap between them is

$$W-(U-W)=2W-U.$$

The coupling from one charged arrangement to the neutral singlet is $\sqrt2\,t$ in magnitude, so second-order perturbation theory lowers the charged pair by $2t^2/(2W-U)$. The small shift of its atomic positions changes the energy at order $t^4$. To order $t^2$,

$$\Delta E\simeq U-W+\frac{4t^2}{U}-\frac{2t^2}{2W-U}.$$

At $W=U$ this equals $+2t^2/U$: the neutral singlet wins although $U_{\rm eff}=0$. For weak hopping, relaxation must therefore exceed $U$ by about $2t^2/U$ before the charged pair takes over. A neutral triplet gains nothing from this hopping, because two electrons of equal spin cannot share one bond orbital.

The formula was tested against the lowest eigenvalue of the two-electron problem at $t=0.02$ eV, with the charged geometry relaxed; they agree within $5\times10^{-5}$ eV. For an adjacent pair with an assumed $t=0.10$ eV, the formula gives

$$-0.300+\frac{0.040}{0.50}-\frac{0.020}{1.10}=-0.238\ \mathrm{eV},$$

while the eigenvalue calculation gives $-0.248$ eV. Hopping removes about a sixth of the energy gain but does not reverse the sign. Both values omit the attraction between the two charges, which at a spacing of 0.4 nm can be several tenths of an electronvolt and favours the charged pair.

Neighbouring bonds may also share strain. Add an elastic term $kx_1x_2$, with $|k|<K$. For equal and opposite displacements $x_1=-x_2=x$, the position-dependent energy is

$$(K-k)x^2-2\lambda x.$$

Its minimum is at $x=\lambda/(K-k)$ and equals $-\lambda^2/(K-k)$. Positive $k$, which favours opposite motion, strengthens disproportionation; negative $k$ weakens it.

## How large the other corrections are

The example assumes $10^{13}$ bonds per cm$^2$. For evenly spaced bonds on a square array this is a spacing of 3.16 nm, called the mean spacing below. Randomly placed bonds at the same density have their nearest neighbour at 1.58 nm on average, where the attraction estimated below doubles to 0.14 eV, and about a quarter of them have a neighbour within 1 nm. The following estimates change one effect at a time.

**Attraction between the charged bonds.** At a surface, vacuum fills half the space around the charges. With a rough bulk dielectric constant of 12, the average is $(12+1)/2=6.5$. The attraction at the mean spacing is 0.070 eV, which moves the reaction energy of an isolated pair from $-0.30$ to $-0.37$ eV. A dense array needs the sum over all its charges.

**Tunnelling at the mean spacing.** Let the hopping be 0.10 eV at 0.4 nm and decay as $e^{-\kappa r}$, with $\kappa=\sqrt{2m_eB}/\hbar$. Taking the free-electron mass $m_e$ and a barrier $B$ of half a rough 1.0 eV gap gives $t\approx5\times10^{-6}$ eV at 3.16 nm. An effective mass of $0.2\,m_e$ would raise this to about $10^{-3}$ eV. At this spacing the effect on the energy is negligible in both cases, but the rate of direct transfer depends strongly on the mass. For a pair 1 nm apart the same estimate gives $t\approx0.01$ to $0.04$ eV, and the energy shift $4t^2/U$ reaches about 0.01 eV for the lighter mass.

**Stiffer charged bonds.** If both charged states have stiffness $sK$, each gains $\lambda^2/(2sK)$ and

$$U_{\rm eff}=U-\frac Ws.$$

For $s=1.2$ this is $-0.167$ eV. Without the vibrational contribution, the sign changes at $s=W/U=1.6$; with it, the reaction free energy changes sign at $s\approx1.56$ at 300 K and $s\approx1.50$ at 900 K. Stiffer bonds also vibrate faster, which adds 0.014 eV to the reaction free energy at 900 K. A 20% rise in stiffness thus removes nearly half of the energy gain. Charged bonds can also be softer than neutral ones; then $s<1$ and $U_{\rm eff}$ becomes more negative.

**Elastic hardening.** Multiply the elastic energy by $1+0.2(xK/\lambda)^2$, so that it is 20% larger at the harmonic displacement. With $u=|x|K/\lambda$, each charged bond has energy

$$\frac W2\left(-2u+u^2+0.2u^4\right).$$

Setting the derivative to zero gives $u+0.4u^3=1$, or $u\approx0.80$. The bond moves about 20% less, and $U_{\rm eff}$ becomes $-0.202$ eV. The 20% hardening is an assumed size, chosen to show the sensitivity.

**Carriers at growth temperature.** With free-electron masses and a fixed 1.0 eV gap, the intrinsic density at 900 K is about $2\times10^{17}$ cm$^{-3}$. In a 100 nm film with flat bands this is 0.2 electrons per dangling bond, with an equal number of holes. If the two balance, the mean bond occupation remains one. If they do not, the net charge must be included in the populations.

## Fermi-level pinning

Suppose doping places $q$ extra electrons on each bond on average. Let $\delta=\mu-\mu_0$ and $z=\delta/k_BT$. The weights of the empty, neutral and filled states become $e^{-z}$, $2a$ and $e^z$, so

$$q=p_2-p_0=\frac{e^z-e^{-z}}{e^z+e^{-z}+2a}=\frac{\sinh z}{\cosh z+a}.$$

For strongly negative $U_{\rm eff}$, $a$ is small and $q\simeq\tanh z$. A modest charge then needs a Fermi shift of only a fraction of $k_BT$. For strongly positive $U_{\rm eff}$, $a$ is large and the shift must be several $k_BT$.

Take $q=0.10$, which is $10^{12}$ electrons per cm$^2$ here. At 300 K the shift is 2.6 meV for $U_{\rm eff}=-0.30$ eV and 111 meV for $U_{\rm eff}=+0.30$ eV, with the bond density held fixed. Both values are for independent bonds. At this density the charges on neighbouring bonds shift individual levels by roughly 0.1 eV if the bonds are evenly spaced and by 0.1 to 0.2 eV on average if they are randomly placed, so 2.6 meV shows how little the independent-bond model resists charging and is not a prediction for a real surface. In this model, the negative-$U_{\rm eff}$ surface takes up charge by converting empty bonds into filled ones, and so holds the Fermi level near $\mu_0$ until most bonds have one charge state.

## Comparison with silicon surfaces

The parameters are round values of a plausible order for a tetrahedral semiconductor, not properties calculated for a material. On clean Si(001), neighbouring atoms form buckled dimers, with electron charge shifted towards the raised atom. This resembles the mechanism above, but the two atoms are bonded and strongly coupled, so the isolated-bond formula cannot be applied without hopping and shared strain. Isolated silicon dangling bonds at an oxide interface behave differently: they show an electron-spin signal and have a positive effective repulsion of roughly half an electronvolt. Relative to that case, the example's $-0.30$ eV is far from typical and has the opposite sign. Its relaxation is too strong, its bare repulsion too small, or both. It describes a strongly relaxing surface bond and should not be used as a value for silicon.

## What to do in practice

- **Do not count dangling bonds by spin resonance alone.** Empty and doubly filled bonds have no unpaired spin. In the example, with independent bonds in equilibrium at 300 K, only about 0.3% of the bonds would give a spin signal. A reading of the net charge can miss them too, because equal numbers of empty and filled bonds cancel. A measurement of how the surface charge changes with the Fermi level is needed as well, such as capacitance at a frequency low enough for the bonds to respond.
- **Calculate relaxed charge states.** A calculation with atoms frozen in the neutral geometry returns $U$, here $+0.50$ eV, and gives the wrong sign. Relax the empty and filled states separately, and correct for the interaction of the charges.
- **Check the margin.** The ratio $W/U$ is 1.6 here, yet a 20% change in stiffness matters. Near $W/U=1$, hopping, charge attraction and anharmonicity can each decide the sign.
- **Reduce the bond density if the Fermi level must move.** When $U_{\rm eff}$ is negative, added doping first converts empty bonds into filled ones. At $10^{13}$ bonds per cm$^2$, going from equal numbers of each to all filled takes $10^{13}$ electrons per cm$^2$. Saturating the bonds chemically removes these states, provided that the new bonds leave no levels in the gap.
- **Treat growth and use temperatures separately.** For independent bonds, the neutral fraction differs by a factor of about 40 between 900 K and 300 K. At $10^{13}$ bonds per cm$^2$, interaction between the charges can raise this factor to several hundred. A surface reaction that needs a singly occupied bond may find many more sites during growth than a room-temperature measurement suggests.

The numerical output below lists the inputs and main results for this example.

## Table of computed values

```
Bare repulsion U: 0.500 eV
Linear coupling lambda: 20.0 eV/nm
Stiffness K: 500 eV/nm^2
Displacement of filled bond: 0.040 nm
Displacement of empty bond: -0.040 nm
Frozen-lattice transfer cost: 0.500 eV
Relaxation gain per charged bond: 0.400 eV
Relaxation gain of charged pair W: 0.800 eV
Effective repulsion U_eff: -0.300 eV
Level (+/0) relative to epsilon: 0.400 eV
Level (0/-) relative to epsilon: 0.100 eV
Neutral stability window: 0.000 eV
Weaker coupling for comparison: 10.0 eV/nm
U_eff at weaker coupling: 0.300 eV
Neutral window at weaker coupling: 0.300 eV
Barrier from neutral pair: 0.078 eV
Barrier from charged pair: 0.378 eV
Model oscillator mass: 30.0 u
Vibrational quantum: 26.4 meV
U_eff with quantum lattice: -0.300 eV
Room temperature: 300 K
Neutral fraction at room temperature: 0.00301 (fraction)
Growth temperature: 900 K
Neutral fraction at growth temperature: 0.126 (fraction)
Bond density: 1.0e+13 cm^-2
Mean bond spacing: 3.16 nm
Rough bulk dielectric constant: 12.0 (ratio)
Surface-average dielectric constant: 6.5 (ratio)
Charged-pair attraction at mean spacing: 0.070 eV
Rough band gap: 1.0 eV
Assumed adjacent distance: 0.4 nm
Assumed adjacent hopping: 0.100 eV
Reaction energy with adjacent hopping: -0.248 eV
Estimated hopping at mean spacing: 4.5e-06 eV
Charged/neutral stiffness ratio in test: 1.20 (ratio)
U_eff with stiffer charged bonds: -0.167 eV
Added vibrational free energy at growth: 0.014 eV
Stiffness ratio that removes negative U_eff: 1.60 (ratio)
Quartic/harmonic energy at lambda/K: 0.20 (ratio)
U_eff with quartic hardening: -0.202 eV
Film thickness for carrier estimate: 100 nm
Intrinsic carrier density at growth: 2.07e+17 cm^-3
Intrinsic electrons per bond at growth: 0.207 (ratio)
Imposed extra electrons per bond: 0.10 (ratio)
Fermi shift at 300 K, negative U_eff: 2.60 meV
Fermi shift at 300 K, equal positive U_eff: 111.1 meV
```
